# When a monolayer follows sinusoidal oxide roughness: a program that tests the result

```python
"""
When does an elastic monolayer follow a sinusoidal oxide surface?

Result under test, for surface height h*cos(q*x), q = 2*pi/lambda:
  linear following      A/h = k/(k + kappa*q^4),  k = 27*Gamma/d0^2
  pull-off estimate     q^4*h*(kappa + C*h^2/4) = p_max
  strict upper bound    (kappa*q^4 + T*q^2)*A <= 2*p_max
  suspended flat film   energy Phi(h), tending to -c*Gamma*sqrt(d0/h)
kappa: bending rigidity; C: plane-strain sheet modulus; T: film tension;
Gamma: adhesion energy per area; d0: equilibrium gap; A: first harmonic of
the film height; p_max: greatest attractive pull of the 9-3 adhesion well.
Clamped film: no slack enters a period. Free film: slack enters, so C = 0.
Working units are eV and nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import beta, eval_legendre, j0, kv

GAMMA, D0 = 1.0, 0.5
KAPPA, C_SHEET, H_EX = 10.0, 800.0, 0.4
MODES, POINTS = 32, 256
m = np.arange(MODES + 1)
theta = (np.arange(POINTS) + 0.5) * np.pi / POINTS
COS = np.cos(np.outer(theta, m))
SIN = np.sin(np.outer(theta, m[1:]))


def well(g):
    return GAMMA * (0.5 * (D0 / g)**9 - 1.5 * (D0 / g)**3)


def well_slope(g):
    return 4.5 * GAMMA / D0 * ((D0 / g)**4 - (D0 / g)**10)


def well_curvature(g):
    return GAMMA / D0**2 * (45 * (D0 / g)**11 - 18 * (D0 / g)**5)


K_WELL = 27 * GAMMA / D0**2
P_MAX = 2.7 * 0.4**(2 / 3) * GAMMA / D0
GAP_PULL = 2.5**(1 / 6) * D0


def relax(kappa, c_sheet, lam, h, start):
    """Minimise the full energy over all even harmonics by damped Newton."""
    q = 2 * np.pi / lam
    bend, q2 = kappa * (q * m)**4, (q * m)**2
    c = np.zeros(MODES + 1)
    if start == "following":
        c[0], c[1] = D0, h
    else:
        c[0] = h + D0

    def energy(c):
        gap = COS @ c - h * COS[:, 1]
        if gap.min() <= 0.5 * D0:
            return np.inf
        strain = np.sum(q2 * c**2) / 4
        return (np.sum(bend * c**2) / 4 + c_sheet * strain**2 / 2
                + np.mean(well(gap)))

    converged = False
    for _ in range(500):
        gap = COS @ c - h * COS[:, 1]
        tension = c_sheet * np.sum(q2 * c**2) / 4
        grad = (bend + tension * q2) * c / 2 + COS.T @ well_slope(gap) / POINTS
        curv = well_curvature(gap)
        hess = (np.diag((bend + tension * q2) / 2)
                + c_sheet * np.outer(q2 * c, q2 * c) / 4
                + COS.T @ (curv[:, None] * COS) / POINTS)
        val, vec = np.linalg.eigh(hess)
        step = -vec @ ((vec.T @ grad) / np.maximum(np.abs(val), 1e-6))
        if np.max(np.abs(step)) < 1e-10:
            converged = True
            break
        e_old, t = energy(c), 1.0
        slack = 1e-12 * (1 + abs(e_old))
        while energy(c + t * step) > e_old + 1e-4 * t * (grad @ step) + slack:
            t /= 2
            assert t > 1e-14, "line search stalled"
        c = c + t * step
    assert converged and val[0] > 0, "no local minimum found"
    odd = (np.diag((bend + tension * q2)[1:] / 2)
           + SIN.T @ (curv[:, None] * SIN) / POINTS)
    return dict(c=c, A=c[1], energy=energy(c), gap=gap.max(), q=q,
                adhesion=-np.mean(well(gap)), tension=tension,
                pull=(kappa * q**4 + tension * q**2) * c[1],
                odd=np.linalg.eigvalsh(odd)[0])


def pull_wavelength(kappa, c_sheet, h):
    return 2 * np.pi * (h * (kappa + c_sheet * h**2 / 4) / P_MAX)**0.25


def numerical_pull_wavelength(kappa, c_sheet, h):
    """Wavelength at which the valley gap reaches the point of greatest pull."""
    guess = pull_wavelength(kappa, c_sheet, h)
    return brentq(lambda lam: relax(kappa, c_sheet, lam, h, "following")["gap"]
                  - GAP_PULL, 0.35 * guess, 1.5 * guess, xtol=1e-3)


def flat_average(D, h):
    """Closed Legendre form of the adhesion of a flat film at mean height D."""
    s = np.sqrt(D * D - h * h)
    return GAMMA * (0.5 * (D0 / s)**9 * eval_legendre(8, D / s)
                    - 1.5 * (D0 / s)**3 * eval_legendre(2, D / s))


def flat_energy(h):
    return minimize_scalar(lambda D: flat_average(D, h), method="bounded",
                           bounds=(h + 0.5 * D0, h + 1.3 * D0),
                           options=dict(xatol=1e-10)).fun


# Adhesion well: curvature and greatest pull from the potential itself
dg = 1e-4 * D0
k_fd = (well(D0 + dg) - 2 * well(D0) + well(D0 - dg)) / dg**2
assert abs(k_fd / K_WELL - 1) < 1e-5
g_scan = np.linspace(D0, 2 * D0, 20001)
pull_scan = np.gradient(well(g_scan), g_scan)
assert abs(pull_scan.max() / P_MAX - 1) < 1e-5
assert abs(g_scan[pull_scan.argmax()] - GAP_PULL) < 1e-3 * D0

# In-plane relaxation leaves a uniform strain (two-harmonic test profile)
slope = -0.2 * SIN[:, 0] - 0.14 * SIN[:, 2]
local_strain = slope**2 / 2
fit = np.linalg.lstsq(COS[:, 1:12], -local_strain, rcond=None)[0]
left = local_strain + COS[:, 1:12] @ fit
assert np.max(np.abs(left - (0.2**2 + 0.14**2) / 4)) < 1e-12

# Linear law, then the cubic law where stretching matters in a harmonic well
sol = relax(KAPPA, C_SHEET, 3.5, 0.005, "following")
linear = K_WELL / (K_WELL + KAPPA * sol["q"]**4)
assert abs(sol["A"] / 0.005 - linear) < 1e-3
stiff_c, small_h = 3.2e5, 0.01
sol = relax(KAPPA, stiff_c, 2 * np.pi, small_h, "following")
cubic = brentq(lambda a: (K_WELL + KAPPA) * a + stiff_c * a**3 / 4
               - K_WELL * small_h, 0, small_h)
assert abs(sol["A"] - cubic) / small_h < 1e-3
assert abs(cubic / small_h - K_WELL / (K_WELL + KAPPA)) > 0.02

# Vertical force balance checked in real space by finite differences
sol = relax(KAPPA, C_SHEET, 12.0, H_EX, "following")
n_x = 600
x = np.arange(n_x) * 12.0 / n_x
dx = x[1]
w = np.cos(np.outer(sol["q"] * x, m)) @ sol["c"]


def second(f):
    return (np.roll(f, 1) - 2 * f + np.roll(f, -1)) / dx**2


w1 = (np.roll(w, -1) - np.roll(w, 1)) / (2 * dx)
balance = (KAPPA * second(second(w)) - C_SHEET * np.mean(w1**2) / 2 * second(w)
           + well_slope(w - H_EX * np.cos(sol["q"] * x)))
assert np.max(np.abs(balance)) < 0.01 * P_MAX

# Suspended film: Legendre average, large-roughness law, residual amplitude
D_test = H_EX + 0.9 * D0
direct = quad(lambda t: well(D_test - H_EX * np.cos(t)), 0, np.pi)[0] / np.pi
assert abs(direct - flat_average(D_test, H_EX)) < 1e-8
b3, b9 = beta(0.5, 2.5), beta(0.5, 8.5)
rest = (17 * b9 / (15 * b3))**(1 / 6)
c_susp = np.sqrt(2) / (2 * np.pi) * (1.5 * b3 * rest**-2.5
                                    - 0.5 * b9 * rest**-8.5)
fine = (np.arange(4000) + 0.5) * np.pi / 4000
big_h = 200 * D0
big = minimize_scalar(lambda s: np.mean(well(s + big_h * (1 - np.cos(fine)))),
                      bounds=(0.6 * D0, 1.3 * D0), method="bounded").fun
assert abs(big / (-c_susp * GAMMA * np.sqrt(D0 / big_h)) - 1) < 0.01
phi_slope = (flat_energy(H_EX + 1e-3) - flat_energy(H_EX - 1e-3)) / 2e-3
sol = relax(1000.0, 0.0, 3.0, H_EX, "flat")
residual = 2 * phi_slope / (1000.0 * sol["q"]**4)
assert abs(sol["A"] / residual - 1) < 0.03

# Pull-off: the estimate is on the safe side and improves with roughness
lam_clamped = pull_wavelength(KAPPA, C_SHEET, H_EX)
lam_free = pull_wavelength(KAPPA, 0.0, H_EX)
num_clamped = numerical_pull_wavelength(KAPPA, C_SHEET, H_EX)
ratios = [numerical_pull_wavelength(KAPPA, 0.0, hh)
          / pull_wavelength(KAPPA, 0.0, hh) for hh in (H_EX, 2.0, 10.0)]
assert 0.7 < num_clamped / lam_clamped < 1
assert 0.7 < ratios[0] < ratios[1] < ratios[2] < 1.0

# Wavelength scan from two starts; strict bound and stability for every state
rows, start_change, bound_used, odd_min = [], 0.0, 0.0, np.inf
for lam in (40, 20, 14, 12, 10, 9, 8, 7, 6, 5, 4):
    best = []
    for c_sheet in (C_SHEET, 0.0):
        pair = [relax(KAPPA, c_sheet, lam, H_EX, s)
                for s in ("following", "flat")]
        start_change = max(start_change, abs(pair[0]["A"] - pair[1]["A"]) / H_EX)
        for s in pair:
            assert s["pull"] <= 2 * P_MAX
            limit = (2 * (lam / lam_free)**4 if c_sheet == 0 else
                     2**(1 / 3) * (lam / lam_clamped)**(4 / 3))
            assert s["A"] / H_EX <= limit
            bound_used = max(bound_used, s["pull"] / (2 * P_MAX))
        low = min(pair, key=lambda s: s["energy"])
        odd_min = min(odd_min, low["odd"])
        best.append(low)
    rows.append((lam, best[0], best[1]))
assert odd_min > 0

# Energy comparison, and metastable following of a thick sheet at large h
phi_ex = flat_energy(H_EX)


def energy_wavelength(kappa, c_sheet, h):
    cost = h**2 * (kappa / 4 + c_sheet * h**2 / 32)
    return 2 * np.pi * (cost / (GAMMA + flat_energy(h)))**0.25


def crossing(c_sheet):
    return brentq(lambda h: energy_wavelength(KAPPA, c_sheet, h)
                  - pull_wavelength(KAPPA, c_sheet, h), 0.5 * D0, 8 * D0)


thick_kappa, thick_h = 1e5, 10 * D0
thick_q = (0.7 * GAMMA / D0 / (thick_kappa * thick_h))**0.25
thick_lam = 2 * np.pi / thick_q
thick_follow = relax(thick_kappa, 0.0, thick_lam, thick_h, "following")
thick_susp = relax(thick_kappa, 0.0, thick_lam, thick_h, "flat")
assert thick_follow["gap"] < GAP_PULL
assert thick_susp["energy"] < flat_energy(thick_h) < thick_follow["energy"]

# Sizes of neglected effects at the clamped pull-off wavelength
q_c = 2 * np.pi / lam_clamped
xq = q_c * D0


def layer_factor(power):
    top = quad(lambda r: r * j0(xq * r) * (1 + r * r)**-power, 0, 60,
               limit=300)[0]
    return top * 2 * (power - 1)


att, rep = layer_factor(4), layer_factor(7)
assert abs(att - xq**3 * kv(3, xq) / 8) < 1e-6
assert abs(rep - xq**6 * kv(6, xq) / 3840) < 1e-6
nonlocal_ratio = (45 * rep - 18 * att) / 27
kT = const.k * 300 / const.e
thermal = quad(lambda p: p / (KAPPA * p**4 + K_WELL), 0, np.inf)[0]
gap_rms = np.sqrt(kT * thermal / (2 * np.pi))
assert abs(gap_rms**2 / (kT / (8 * np.sqrt(KAPPA * K_WELL))) - 1) < 1e-5
to_MPa = const.e * 1e27 / 1e6
charge = 3.9 * const.epsilon_0 * 1e8
gate_MPa = charge**2 / (2 * const.epsilon_0) / 1e6
wave_slope = q_c * H_EX * np.sin(theta)
blocked = np.mean(wave_slope**4 / 4) / np.mean(wave_slope**2 / 2)**2
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9

print(f"bending rigidity kappa = {KAPPA:.1f} eV")
print(f"sheet modulus C = {C_SHEET:.0f} eV/nm^2"
      f" = {C_SHEET * const.e * 1e18:.0f} N/m")
print(f"adhesion Gamma = {GAMMA:.2f} eV/nm^2"
      f" = {GAMMA * const.e * 1e18:.3f} J/m^2")
print(f"equilibrium gap d0 = {D0:.2f} nm; roughness amplitude h = {H_EX:.2f} nm")
print(f"well curvature k = {K_WELL:.1f} eV/nm^4")
print(f"greatest pull p_max = {P_MAX:.3f} eV/nm^3 = {P_MAX * to_MPa:.0f} MPa")
print(f"p_max*d0/Gamma = {P_MAX * D0 / GAMMA:.4f} (no unit)")
print(f"gap at greatest pull = {GAP_PULL:.4f} nm = {GAP_PULL / D0:.4f} d0")
print(f"linear half-following wavelength = "
      f"{2 * np.pi * (KAPPA / K_WELL)**0.25:.2f} nm")
print(f"roughness where pull-off takes over = {P_MAX / K_WELL:.4f} nm")
print(f"roughness where stretching pull equals bending pull = "
      f"{2 * np.sqrt(KAPPA / C_SHEET):.3f} nm")
print(f"pull-off estimate, clamped = {lam_clamped:.2f} nm"
      f" = {lam_clamped / bohr_nm:.0f} bohr")
print(f"pull-off from full minimisation, clamped = {num_clamped:.2f} nm")
print(f"pull-off estimate, free = {lam_free:.2f} nm")
print(f"pull-off from full minimisation, free = {ratios[0] * lam_free:.2f} nm")
print("free film, full/estimate at h = 0.4, 2, 10 nm: "
      + ", ".join(f"{r:.3f}" for r in ratios))
print("lambda(nm) A/h clamped, A/h free, valley gap/d0, adhesion/Gamma, pull/p_max")
print("(last three columns: clamped film)")
for lam, cl, fr in rows:
    print(f"{lam:5d} {cl['A'] / H_EX:9.4f} {fr['A'] / H_EX:9.4f}"
          f" {cl['gap'] / D0:9.4f} {cl['adhesion'] / GAMMA:9.4f}"
          f" {cl['pull'] / P_MAX:9.4f}")
print(f"largest change of A/h between the two starts = {start_change:.1e}")
print(f"largest fraction of the strict bound reached = {bound_used:.3f}")
print(f"flat-film energy Phi(h) = {phi_ex:.4f} eV/nm^2")
print(f"suspended coefficient c = {c_susp:.4f}; crest gap = {rest:.4f} d0")
print(f"stiff-film test (kappa 1000 eV, lambda 3 nm): A = {sol['A']:.3e} nm,"
      f" formula {residual:.3e} nm")
print(f"flat = following energy, clamped: "
      f"{energy_wavelength(KAPPA, C_SHEET, H_EX):.2f} nm; free: "
      f"{energy_wavelength(KAPPA, 0.0, H_EX):.2f} nm")
print(f"h where energy and pull-off wavelengths meet, clamped: "
      f"{crossing(C_SHEET):.2f} nm; free: {crossing(0.0):.2f} nm")
print(f"thick sheet: kappa = {thick_kappa:.0e} eV, h = {thick_h:.1f} nm,"
      f" lambda = {thick_lam:.1f} nm, slope = {thick_q * thick_h:.3f}")
print(f"thick sheet energies (eV/nm^2): following {thick_follow['energy']:.3f},"
      f" flat {flat_energy(thick_h):.3f}, relaxed {thick_susp['energy']:.3f}")
print("neglected effects at the clamped pull-off estimate:")
print(f"  largest slope = {q_c * H_EX:.3f}; half its square ="
      f" {(q_c * H_EX)**2 / 2:.4f}")
print(f"  mean stretching strain = {100 * (q_c * H_EX)**2 / 4:.2f} %")
print(f"  non-local/local adhesion response = {nonlocal_ratio:.5f}")
print(f"  thermal gap fluctuation at 300 K = {gap_rms:.4f} nm rms")
print(f"  pull from 0.1 % pre-strain / p_max = "
      f"{C_SHEET * 1e-3 * q_c**2 * H_EX / P_MAX:.4f}")
print(f"  stretching energy, blocked/free sliding = {blocked:.3f}")
print(f"  gate pressure at 1 MV/cm, permittivity 3.9 = {gate_MPa:.3f} MPa")
print("no test failed")
```

It prints:

```
bending rigidity kappa = 10.0 eV
sheet modulus C = 800 eV/nm^2 = 128 N/m
adhesion Gamma = 1.00 eV/nm^2 = 0.160 J/m^2
equilibrium gap d0 = 0.50 nm; roughness amplitude h = 0.40 nm
well curvature k = 108.0 eV/nm^4
greatest pull p_max = 2.932 eV/nm^3 = 470 MPa
p_max*d0/Gamma = 1.4658 (no unit)
gap at greatest pull = 0.5825 nm = 1.1650 d0
linear half-following wavelength = 3.47 nm
roughness where pull-off takes over = 0.0271 nm
roughness where stretching pull equals bending pull = 0.224 nm
pull-off estimate, clamped = 9.72 nm = 184 bohr
pull-off from full minimisation, clamped = 8.31 nm
pull-off estimate, free = 6.79 nm
pull-off from full minimisation, free = 6.03 nm
free film, full/estimate at h = 0.4, 2, 10 nm: 0.888, 0.946, 0.973
lambda(nm) A/h clamped, A/h free, valley gap/d0, adhesion/Gamma, pull/p_max
(last three columns: clamped film)
   40    0.9998    0.9999    1.0002    1.0000    0.0035
   20    0.9962    0.9991    1.0031    0.9999    0.0553
   14    0.9847    0.9963    1.0133    0.9990    0.2236
   12    0.9720    0.9931    1.0259    0.9967    0.4011
   10    0.9420    0.9857    1.0600    0.9863    0.7694
    9    0.9085    0.9781    1.1034    0.9683    1.0729
    8    0.8319    0.9647    1.2123    0.9137    1.3934
    7    0.6172    0.9373    1.5334    0.7504    1.2330
    6    0.3403    0.8542    1.9608    0.5788    0.7756
    5    0.1500    0.1657    2.2652    0.4926    0.5492
    4    0.0555    0.0561    2.4184    0.4585    0.4659
largest change of A/h between the two starts = 1.1e-10
largest fraction of the strict bound reached = 0.701
flat-film energy Phi(h) = -0.4404 eV/nm^2
suspended coefficient c = 0.3489; crest gap = 0.9167 d0
stiff-film test (kappa 1000 eV, lambda 3 nm): A = 6.464e-05 nm, formula 6.463e-05 nm
flat = following energy, clamped: 7.34 nm; free: 5.78 nm
h where energy and pull-off wavelengths meet, clamped: 2.25 nm; free: 1.01 nm
thick sheet: kappa = 1e+05 eV, h = 5.0 nm, lambda = 153.6 nm, slope = 0.205
thick sheet energies (eV/nm^2): following 0.745, flat -0.112, relaxed -0.114
neglected effects at the clamped pull-off estimate:
  largest slope = 0.259; half its square = 0.0334
  mean stretching strain = 1.67 %
  non-local/local adhesion response = 0.99992
  thermal gap fluctuation at 300 K = 0.0099 nm rms
  pull from 0.1 % pre-strain / p_max = 0.0456
  stretching energy, blocked/free sliding = 1.500
  gate pressure at 1 MV/cm, permittivity 3.9 = 0.673 MPa
no test failed
```
